# Sound velocities along [100], [110] and [111] in cubic crystals

## Problem

A plane elastic wave travels through a cubic crystal of density \(\rho\) and elastic constants \(C_{11}\), \(C_{12}\), \(C_{44}\). The Cartesian axes 1, 2, 3 lie along the cube edges.

(a) Find the equation that fixes the wave's speed and polarization for any direction of travel.

(b) Solve it along [100], [110] and [111].

(c) Evaluate the speeds for silicon and sodium, using these rough measured values near room temperature, rounded to two figures:

| | \(C_{11}\) (GPa) | \(C_{12}\) (GPa) | \(C_{44}\) (GPa) | \(\rho\) (g/cm³) |
|---|---|---|---|---|
| Si | 170 | 64 | 80 | 2.3 |
| Na | 7.4 | 6.2 | 4.2 | 0.97 |

Assume that the wavelength is much longer than the lattice constant, the strains are small, the crystal is free of stress before the wave arrives, and damping is negligible. No electric field accompanies the strain, and heat has no time to flow between crests and troughs, so adiabatic constants are meant.

## Hints

1. Write the elastic energy as a quadratic form in the strains. Which products survive the rotations of a cube?
2. Differentiate the energy to get the stress, and insert a plane wave into Newton's law. The derivatives become multiplications.
3. You need not expand a cubic polynomial. Along each of the three directions, symmetry suggests the eigenvectors. Try displacements parallel and perpendicular to the direction of travel.
4. Show that 1 GPa divided by 1 g/cm³ is 1 (km/s)².

## Solution

### (a) The Christoffel equation

Let \(u_i\) be the displacement and \(\partial_j=\partial/\partial x_j\). The strain is
\[
e_{ij}=\tfrac12(\partial_j u_i+\partial_i u_j).
\]
For small strains the energy density \(U\) is quadratic in the \(e_{ij}\). A half-turn about axis 3 reverses \(e_{13}\) and \(e_{23}\) and leaves the other strains unchanged; half-turns about the other axes act correspondingly. For any product of a normal strain with a shear strain, or of two different shears, one of these half-turns reverses its sign. Such products cannot appear in \(U\). The threefold rotation about [111] permutes the axes cyclically and makes the remaining coefficients equal in groups of three:
\[
U=\frac{C_{11}}2\sum_i e_{ii}^2+C_{12}\sum_{i<j}e_{ii}e_{jj}+2C_{44}\sum_{i<j}e_{ij}^2 .
\]
The factor 2 in the last term belongs to the convention that \(C_{44}\) multiplies the engineering shear \(2e_{ij}\), since \(\tfrac12C_{44}(2e_{ij})^2=2C_{44}e_{ij}^2\).

The stress is \(\sigma_{ij}=\partial U/\partial(\partial_j u_i)\). Thus
\[
\sigma_{11}=C_{11}e_{11}+C_{12}(e_{22}+e_{33}).
\]
For the shear stress, \(\partial e_{12}/\partial(\partial_2u_1)=\tfrac12\), so
\[
\sigma_{12}=4C_{44}e_{12}\cdot\tfrac12=C_{44}(\partial_2u_1+\partial_1u_2),
\]
and \(\sigma_{13}\) follows by replacing 2 with 3.

The net force per volume is the divergence of the stress. Newton's law for component 1 is therefore
\[
\begin{aligned}
\rho\,\ddot u_1&=\partial_1\sigma_{11}+\partial_2\sigma_{12}+\partial_3\sigma_{13}\\
&=C_{11}\partial_1^2u_1+C_{44}(\partial_2^2+\partial_3^2)u_1\\
&\quad+(C_{12}+C_{44})(\partial_1\partial_2u_2+\partial_1\partial_3u_3).
\end{aligned}
\]
In the last line, \(C_{12}\) comes from \(\sigma_{11}\) and \(C_{44}\) from the two shear stresses.

Insert \(\mathbf u=\mathbf p\cos(k\,\mathbf n\cdot\mathbf x-\omega t)\), where \(\mathbf n\) is a unit vector and \(\mathbf p\) the polarization. Two space derivatives \(\partial_i\partial_j\) give \(-k^2n_in_j\), and two time derivatives give \(-\omega^2\). Divide by \(-k^2\) and use \(v=\omega/k\), the phase speed of the crests along \(\mathbf n\). (The energy of a pulse or beam moves with the group velocity \(\partial\omega/\partial\mathbf k\), which need not point along \(\mathbf n\). For the transverse waves along [111] it is tilted by about 12° in silicon and 43° in sodium.) The other components follow by permuting the axes, so
\[
\sum_j\Gamma_{ij}p_j=\rho v^2p_i ,
\]
\[
\Gamma_{ii}=C_{11}n_i^2+C_{44}(1-n_i^2),\qquad
\Gamma_{ij}=(C_{12}+C_{44})n_in_j\quad(i\ne j).
\]
Here \(n_2^2+n_3^2=1-n_1^2\) was used. A nonzero \(\mathbf p\) requires \(\det(\Gamma-\rho v^2\,\mathbf 1)=0\), a cubic equation for \(\rho v^2\).

The matrix is real and symmetric, so three mutually perpendicular polarizations exist for each direction. Its trace is the sum of the three values of \(\rho v^2\):
\[
\sum_{\text{modes}}\rho v^2=C_{11}+2C_{44}.
\]
This holds for every \(\mathbf n\) and checks each result below.

### (b) The three directions

A wave is called longitudinal (L) if \(\mathbf p\parallel\mathbf n\) and transverse (T) if \(\mathbf p\perp\mathbf n\).

**Along [100]**, \(\mathbf n=(1,0,0)\). All off-diagonal elements vanish, and the diagonal ones are the solutions:
\[
\rho v_L^2=C_{11},\qquad \rho v_T^2=C_{44}\ \text{(twice)}.
\]

**Along [110]**, \(\mathbf n=(1,1,0)/\sqrt2\). Then \(n_1^2=n_2^2=n_1n_2=\tfrac12\) and \(n_3=0\), so
\[
\Gamma=\begin{pmatrix}
\frac{C_{11}+C_{44}}2&\frac{C_{12}+C_{44}}2&0\\
\frac{C_{12}+C_{44}}2&\frac{C_{11}+C_{44}}2&0\\
0&0&C_{44}\end{pmatrix}.
\]
The third component separates. In the upper block, the vector \((1,1,0)\) gives the sum of the two elements in a row, and \((1,-1,0)\) gives their difference:
\[
\begin{aligned}
\rho v_L^2&=\tfrac12(C_{11}+C_{12}+2C_{44}),\\
\rho v_{T1}^2&=C_{44}&&(\mathbf p\parallel[001]),\\
\rho v_{T2}^2&=\tfrac12(C_{11}-C_{12})&&(\mathbf p\parallel[1\bar10]).
\end{aligned}
\]
The missing \(C_{44}\) in T2 has a simple meaning. Its strain is proportional to \(n_ip_j+n_jp_i\). With \(\mathbf n\propto(1,1,0)\) and \(\mathbf p\propto(1,-1,0)\), the element 12 is proportional to \(-1+1=0\), while elements 11 and 22 are opposite. The wave stretches one cube edge and shortens the other, without changing the angle between them.

**Along [111]**, \(\mathbf n=(1,1,1)/\sqrt3\). Every diagonal element is \(a=(C_{11}+2C_{44})/3\), and every other element is \(b=(C_{12}+C_{44})/3\). For any \(\mathbf p\),
\[
(\Gamma\mathbf p)_i=(a-b)p_i+b(p_1+p_2+p_3).
\]
If \(\mathbf p\parallel(1,1,1)\), the bracket is \(3p_i\) and the eigenvalue is \(a+2b\). If \(\mathbf p\perp(1,1,1)\), the bracket vanishes and the eigenvalue is \(a-b\), for two independent polarizations. Hence
\[
\rho v_L^2=\tfrac13(C_{11}+2C_{12}+4C_{44}),\qquad
\rho v_T^2=\tfrac13(C_{11}-C_{12}+C_{44})\ \text{(twice)}.
\]

**Isotropic limit.** Define the anisotropy ratio
\[
A=\frac{2C_{44}}{C_{11}-C_{12}}=\left(\frac{v_{T1}}{v_{T2}}\right)^2_{[110]} .
\]
For every direction the matrix can be written
\[
\Gamma_{ij}=C_{44}\delta_{ij}+(C_{12}+C_{44})n_in_j+(C_{11}-C_{12}-2C_{44})n_i^2\delta_{ij}.
\]
If \(A=1\), the last term vanishes. What remains has the eigenvalue \(C_{11}\) along \(\mathbf n\) and \(C_{44}\) twice across it, whatever the direction.

**Stability.** The energy must rise for every strain. A shear requires \(C_{44}>0\). The strain \(e_{11}=-e_{22}=e\) costs \((C_{11}-C_{12})e^2\), so \(C_{11}>C_{12}\). Equal normal strains \(e\) cost \(\tfrac32(C_{11}+2C_{12})e^2\), so \(C_{11}+2C_{12}>0\). As \(C_{11}\) approaches \(C_{12}\), the speed of T2 along [110] goes to zero.

### (c) Silicon and sodium

The unit conversion is
\[
\frac{1\ \text{GPa}}{1\ \text{g/cm}^3}=\frac{10^9\ \text{Pa}}{10^3\ \text{kg/m}^3}=10^6\ \text{m}^2/\text{s}^2=1\ (\text{km/s})^2 .
\]
For the longitudinal wave along [111] in silicon,
\[
\rho v^2=\frac{170+2\cdot64+4\cdot80}{3}=206\ \text{GPa},\qquad
v=\sqrt{\frac{206}{2.3}}=9.5\ \text{km/s}.
\]
For T2 along [110] in sodium,
\[
\rho v^2=\frac{7.4-6.2}{2}=0.60\ \text{GPa},\qquad
v=\sqrt{\frac{0.60}{0.97}}=0.79\ \text{km/s}.
\]
The other entries follow in the same way, with \(\rho v^2\) in GPa and \(v\) in km/s:

| Wave | Si: \(\rho v^2\) | Si: \(v\) | Na: \(\rho v^2\) | Na: \(v\) |
|---|---|---|---|---|
| [100] L | 170 | 8.6 | 7.4 | 2.8 |
| [100] T, twice | 80 | 5.9 | 4.2 | 2.1 |
| [110] L | 197 | 9.3 | 11.0 | 3.4 |
| [110] T1 | 80 | 5.9 | 4.2 | 2.1 |
| [110] T2 | 53 | 4.8 | 0.60 | 0.79 |
| [111] L | 206 | 9.5 | 12.2 | 3.5 |
| [111] T, twice | 62 | 5.2 | 1.8 | 1.4 |

The anisotropy ratio is about 1.5 for silicon and 7 for sodium. Along [110], the two transverse speeds thus differ by a factor of about 1.2 in silicon and 2.6 in sodium.

In both solids the longitudinal speed rises from [100] through [110] to [111]. Subtracting the formulas shows why. With \(C'=(C_{11}-C_{12})/2\), the value of \(\rho v_L^2\) exceeds that along [100] by \(C_{44}-C'\) along [110] and by \(\tfrac43(C_{44}-C')\) along [111]. Both differences are positive when \(A>1\).

Rounding the inputs limits the accuracy. For sodium's T2 wave it allows any speed from 0.75 to 0.82 km/s, 4 to 5% either way relative to 0.79 km/s. The cause is the small difference \(C_{11}-C_{12}=1.2\) GPa: rounding each constant by up to 0.05 GPa can change it by 0.1 GPa. Silicon's T2 wave is nearly as uncertain, 4.6 to 5.0 km/s, because its \(C_{11}\) is fixed only to within 5 GPa. With the unrounded constants (about 165.7, 63.9 and 79.6 GPa, 2.33 g/cm³) the silicon speeds come out 1 to 3% lower than in the table. These limits do not include measurement errors or changes with temperature.

The results fail when the wavelength becomes comparable with the lattice constant. The displacement then varies appreciably from one atom to the next, and a local strain no longer determines the energy. The adiabatic assumption fails earlier: heat crosses a wavelength within one period once the wavelength falls to about \(2\pi D/v\), with \(D\) the thermal diffusivity. In sodium this is a few hundred nanometres, hundreds of lattice constants, and below it the longitudinal speed along [100] drops by up to about 3% toward its isothermal value. In silicon the change is below 0.1%.

The numerical check checks the formulas by diagonalizing the matrix built from the full elastic tensor.

## Variation 1: elastic constants from one direction

*The three speeds along [110], the polarization belonging to each, and the density are known. Find the elastic constants.*

T1 gives \(C_{44}=\rho v_{T1}^2\). Adding and subtracting the other two results gives
\[
\rho(v_L^2+v_{T2}^2)=C_{11}+C_{44},\qquad
\rho(v_L^2-v_{T2}^2)=C_{12}+C_{44}.
\]
Therefore
\[
C_{11}=\rho(v_L^2+v_{T2}^2-v_{T1}^2),\qquad
C_{12}=\rho(v_L^2-v_{T2}^2-v_{T1}^2).
\]
For silicon, the table returns \(197+53-80=170\) GPa and \(197-53-80=64\) GPa. The polarizations are needed. Exchanging T1 and T2 leaves \(C_{12}\) unchanged but gives \(C_{11}=197+80-53=224\) GPa and \(C_{44}=53\) GPa, a stable crystal with the same three speeds along [110]. Along [100] the method would not work, because \(C_{12}\) enters none of the speeds.

## Variation 2: a direction of lower symmetry

*How is the fastest wave along [210] polarized?*

Here \(\mathbf n=(2,1,0)/\sqrt5\), at an angle \(\varphi=26.6^\circ\) from [100]. The third component again separates. Let \(\mathbf p=(\cos\theta,\sin\theta,0)\). It is an eigenvector if \(\Gamma\mathbf p\) has no component along \((-\sin\theta,\cos\theta,0)\):
\[
-(\Gamma_{11}-\Gamma_{22})\sin\theta\cos\theta+\Gamma_{12}(\cos^2\theta-\sin^2\theta)=0 .
\]
With the double-angle formulas, \(n_1n_2=\tfrac25\) and \(n_1^2-n_2^2=\tfrac35\), this becomes
\[
\tan2\theta=\frac{2\Gamma_{12}}{\Gamma_{11}-\Gamma_{22}}
=\frac{4(C_{12}+C_{44})}{3(C_{11}-C_{44})}.
\]
The in-plane eigenvalue is
\[
\rho v^2=\tfrac12(\Gamma_{11}+\Gamma_{22})+\tfrac12(\Gamma_{11}-\Gamma_{22})\cos2\theta+\Gamma_{12}\sin2\theta .
\]
For both solids \(\Gamma_{11}>\Gamma_{22}\) and \(\Gamma_{12}>0\), so the solution with \(0<2\theta<90^\circ\) is the faster of the two in-plane waves. It is also faster than the wave along axis 3, because its \(\rho v^2\) is at least \(\Gamma_{11}=(4C_{11}+C_{44})/5\), which exceeds \(C_{44}\).

The angle \(\theta\) is \(32^\circ\) to \(33^\circ\) for silicon and between \(38^\circ\) and \(39^\circ\) for sodium; rounding of the inputs leaves it uncertain by about \(0.8^\circ\) and \(0.3^\circ\) either way. The displacement is turned away from the direction of travel by 5° to 7° in silicon and about 12° in sodium, so the wave is neither purely longitudinal nor purely transverse. For \(A=1\), \(C_{11}-C_{44}=C_{12}+C_{44}\), which gives \(\tan2\theta=\tfrac43=\tan2\varphi\), and the deviation disappears.

## Calculated quantities

```
Inputs: rough measured values, two figures
Range: effect of input rounding only
silicon: C11 = 170, C12 = 64, C44 = 80 GPa
  density = 2.3 g/cm^3
  [100] L: rho v^2 = 170.00 GPa
    v = 8.60 km/s, range 8.38 to 8.82
  [100] T (twice): rho v^2 = 80.00 GPa
    v = 5.90 km/s, range 5.82 to 5.98
  [110] L: rho v^2 = 197.00 GPa
    v = 9.25 km/s, range 9.08 to 9.43
  [110] T1, p || [001]: rho v^2 = 80.00 GPa
    v = 5.90 km/s, range 5.82 to 5.98
  [110] T2, p || [1-10]: rho v^2 = 53.00 GPa
    v = 4.80 km/s, range 4.62 to 4.98
  [111] L: rho v^2 = 206.00 GPa
    v = 9.46 km/s, range 9.30 to 9.63
  [111] T (twice): rho v^2 = 62.00 GPa
    v = 5.19 km/s, range 5.05 to 5.33
  A = 2 C44/(C11-C12) = 1.51
  [110] speed ratio T1/T2 = 1.23
  [210]: phi = 26.6 deg, theta = 32.4 deg
  [210]: theta - phi = 5.9 deg
sodium: C11 = 7.4, C12 = 6.2, C44 = 4.2 GPa
  density = 0.97 g/cm^3
  [100] L: rho v^2 = 7.40 GPa
    v = 2.76 km/s, range 2.75 to 2.78
  [100] T (twice): rho v^2 = 4.20 GPa
    v = 2.08 km/s, range 2.06 to 2.10
  [110] L: rho v^2 = 11.00 GPa
    v = 3.37 km/s, range 3.34 to 3.39
  [110] T1, p || [001]: rho v^2 = 4.20 GPa
    v = 2.08 km/s, range 2.06 to 2.10
  [110] T2, p || [1-10]: rho v^2 = 0.60 GPa
    v = 0.79 km/s, range 0.75 to 0.82
  [111] L: rho v^2 = 12.20 GPa
    v = 3.55 km/s, range 3.52 to 3.57
  [111] T (twice): rho v^2 = 1.80 GPa
    v = 1.36 km/s, range 1.34 to 1.38
  A = 2 C44/(C11-C12) = 7.00
  [110] speed ratio T1/T2 = 2.65
  [210]: phi = 26.6 deg, theta = 38.5 deg
  [210]: theta - phi = 11.9 deg
```
